\section*{Lower bound and quadratic error of Coulomb-metric density fitting}

\section{Two fits in the same functions}

The electron density of Li$_2$ at a separation of 5.0 bohr, from restricted Hartree--Fock theory in the def2-SVP basis, has a Coulomb self-energy of 10.05243054 hartree. Fitted with 106 auxiliary Gaussians so that the Coulomb energy of the misfit is least, it gives 10.05242664 hartree, too low by $3.91\times10^{-6}$ hartree. Fitted with the same 106 functions so that the integrated square of the misfit is least, it gives a value too high by $8.50\times10^{-3}$ hartree. The second error is about 2200 times the first and has the opposite sign, although the Coulomb energy of the misfit itself is only four times larger. Two things need explaining: why the second error can have the opposite sign, and why it is so disproportionate.

Atomic units are used. For real functions $f$ and $g$ define
\begin{equation}
(f|g)=\iint \frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\qquad U[f]=\tfrac12(f|f).
\end{equation}
The factor $\tfrac12$ counts each pair of charge elements once. Let $\rho$ be a given electron density with finite $U[\rho]$, and let
\begin{equation}
\tilde\rho=\sum_P c_P\chi_P,\qquad \delta=\rho-\tilde\rho ,
\end{equation}
with a finite set of real, linearly independent functions $\chi_P$ of finite Coulomb energy. Define also
\begin{equation}
J_{PQ}=(\chi_P|\chi_Q),\qquad b_P=(\chi_P|\rho).
\end{equation}
The claim is that, when $c$ minimises $(\delta|\delta)$ without any constraint,
\begin{equation}
U[\rho]-U[\tilde\rho]=\tfrac12(\delta|\delta)\ge 0,
\label{main}
\end{equation}
with equality only if $\delta=0$. The fitted energy is then a lower bound, and its error is quadratic in the residual, measured by the Coulomb norm $\|\delta\|=(\delta|\delta)^{1/2}$.

\section{First derivation: orthogonal projection}

\subsection{The Coulomb interaction is an inner product}

Let $\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. The Coulomb kernel has the representation
\begin{equation}
\frac1{|\mathbf r-\mathbf r'|}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')} .
\end{equation}
Inserted in $(f|f)$, it leaves the integral over $\mathbf r$ equal to $\hat f(-\mathbf k)$, which is $\hat f(\mathbf k)^*$ because $f$ is real, and the integral over $\mathbf r'$ equal to $\hat f(\mathbf k)$. Since $4\pi/(2\pi)^3=1/(2\pi^2)$,
\begin{equation}
(f|f)=\frac1{2\pi^2}\int\frac{|\hat f(\mathbf k)|^2}{k^2}\,d^3k\ \ge 0 .
\label{fourier}
\end{equation}
This vanishes only if $\hat f$, and hence $f$, vanishes. A net charge, $\hat f(0)\neq0$, does no harm: the volume element contains $k^2\,dk$, which cancels the $1/k^2$. The residual therefore need not be neutral.

\subsection{The minimum and its consequence}

Expanding the quantity to be minimised gives
\begin{equation}
(\delta|\delta)=(\rho|\rho)-2\,b\cdot c+c\cdot Jc .
\end{equation}
Its gradient with respect to $c$ is $-2b+2Jc$, because $J$ is symmetric. Its second-derivative matrix is $2J$. For any $v\neq0$, $v\cdot Jv$ is the Coulomb norm squared of $\sum_Pv_P\chi_P$, which is nonzero by linear independence, so $J$ is positive definite. The one minimum is the solution of
\begin{equation}
Jc=b .
\label{normal}
\end{equation}
Read row by row, this says
\begin{equation}
(\chi_P|\delta)=b_P-\sum_QJ_{PQ}c_Q=0\quad\text{for every }P .
\end{equation}
Multiplying by $c_P$ and summing gives $(\tilde\rho|\delta)=0$. Now write $\rho=\tilde\rho+\delta$:
\begin{align}
(\rho|\rho)&=(\tilde\rho|\tilde\rho)+2(\tilde\rho|\delta)+(\delta|\delta)\nonumber\\
&=(\tilde\rho|\tilde\rho)+(\delta|\delta).
\end{align}
Half of this is Eq.~\eqref{main}. It is Pythagoras' theorem: a projection cannot be longer than the vector projected, and the loss in squared length is the squared length of the part removed.

Two limits follow. If $\rho$ lies in the span of the fitting functions, the error is zero. If there is a single function $\chi$, then $c=(\chi|\rho)/(\chi|\chi)$ and
\begin{equation}
U[\tilde\rho]=\frac{(\chi|\rho)^2}{2(\chi|\chi)}\le U[\rho],
\end{equation}
which is the Cauchy--Schwarz inequality. Between these limits, adding functions to a set enlarges the space over which $(\delta|\delta)$ is minimised. The minimum cannot rise, so $U[\tilde\rho]$ cannot fall.

\subsection{Reading the numbers}

The fitting functions on each atom have exponents $0.04\times2.5^n$ bohr$^{-2}$, with $n$ starting from zero: ten exponents for $s$, six for $p$ and five for $d$ functions. At 5.0 bohr, the errors $U[\rho]-U[\tilde\rho]$ are as follows.
\begin{center}
\begin{tabular}{lrc}
Set & Functions & Error (hartree)\\
$s$ & 20 & $1.354\times10^{-2}$\\
$s+p$ & 56 & $1.345\times10^{-4}$\\
$s+p+d$ & 106 & $3.908\times10^{-6}$
\end{tabular}
\end{center}
All are positive and they decrease, as they must for nested sets. The quantity $\tfrac12(\delta|\delta)$ was also computed separately, by transforming the residual and integrating Eq.~\eqref{fourier} numerically. For the largest set this gives $3.909\times10^{-6}$ hartree, which differs from the energy error by 0.014\% of that error.

The quadratic law is clearest in relative form. Dividing Eq.~\eqref{main} by $U[\rho]$ gives
\begin{equation}
\frac{U[\rho]-U[\tilde\rho]}{U[\rho]}=\left(\frac{\|\delta\|}{\|\rho\|}\right)^2 .
\end{equation}
For the largest set, $\|\delta\|=\sqrt{2\times3.908\times10^{-6}}=2.80\times10^{-3}$ and $\|\rho\|=\sqrt{2\times10.0524}=4.484$. Their ratio is $6.2\times10^{-4}$, and its square, $3.9\times10^{-7}$, is the relative energy error. A density wrong by six parts in ten thousand in this norm gives an energy wrong by four parts in ten million.

\section{Second derivation: a maximum principle for the potential}

\subsection{A bound from any trial potential}

The same result can be reached without a fit to the density. Let $V$ be the electrostatic potential of $\rho$, treated as a positive charge density, so that $\nabla^2V=-4\pi\rho$. Let $\phi$ be any smooth trial potential that falls off at least as fast as $1/r$, with its gradient falling off at least as fast as $1/r^2$. Consider
\begin{equation}
W[\phi]=\int\rho\,\phi\,d^3r-\frac1{8\pi}\int|\nabla\phi|^2d^3r .
\end{equation}
In the first term replace $\rho$ by $-\nabla^2V/4\pi$ and integrate by parts:
\begin{equation}
\int\rho\,\phi\,d^3r=-\frac1{4\pi}\int\phi\,\nabla^2V\,d^3r
=\frac1{4\pi}\int\nabla\phi\cdot\nabla V\,d^3r .
\label{parts}
\end{equation}
The surface term on a sphere of radius $R$ is of order $R^2\cdot R^{-1}\cdot R^{-2}=R^{-1}$ and vanishes as $R\to\infty$. Setting $\phi=V$ in Eq.~\eqref{parts} gives the self-energy as field energy,
\begin{equation}
U[\rho]=\frac12\int\rho V\,d^3r=\frac1{8\pi}\int|\nabla V|^2d^3r .
\end{equation}
Subtracting $W[\phi]$ and collecting the three terms over the common factor $1/8\pi$,
\begin{align}
U[\rho]-W[\phi]&=\frac1{8\pi}\int\left(|\nabla V|^2-2\nabla V\cdot\nabla\phi+|\nabla\phi|^2\right)d^3r\nonumber\\
&=\frac1{8\pi}\int|\nabla(V-\phi)|^2d^3r\ \ge0 .
\label{field}
\end{align}
Every trial potential gives a lower bound, and the shortfall is the field energy of the error in the potential.

\subsection{Choosing the best potential in the span}

Take $\phi=\sum_Pc_P\phi_P$, where $\phi_P$ is the potential of $\chi_P$. Then $\int\rho\,\phi_P\,d^3r=b_P$. Equation~\eqref{parts}, with $\chi_Q$ in place of $\rho$, gives $(1/4\pi)\int\nabla\phi_P\cdot\nabla\phi_Q\,d^3r=J_{PQ}$. Therefore
\begin{equation}
W(c)=b\cdot c-\tfrac12c\cdot Jc=(\rho|\tilde\rho)-\tfrac12(\tilde\rho|\tilde\rho).
\label{robust}
\end{equation}
Here $v\cdot Jv$ is $1/4\pi$ times the integral of a squared gradient. It vanishes only if the potential $\sum_Pv_P\phi_P$ is constant, hence zero because it decays, hence without sources, hence $v=0$. So $W$ is strictly concave, and its maximum is where $b-Jc=0$, again Eq.~\eqref{normal}. There $b\cdot c=c\cdot Jc$, and
\begin{equation}
W_{\max}=c\cdot Jc-\tfrac12c\cdot Jc=\tfrac12c\cdot Jc=U[\tilde\rho].
\end{equation}
Since $V-\phi$ is the potential of $\delta$, the right side of Eq.~\eqref{field} is $\tfrac12(\delta|\delta)$. This is Eq.~\eqref{main} once more.

\subsection{Coefficients that are not optimal}

Equation~\eqref{field} holds for any $c$, so the expression in Eq.~\eqref{robust}, called the robust energy, always satisfies
\begin{equation}
U[\rho]-W(c)=\tfrac12(\delta|\delta).
\end{equation}
The plain energy $U[\tilde\rho]$ does not. From $\rho=\tilde\rho+\delta$,
\begin{equation}
U[\rho]-U[\tilde\rho]=(\tilde\rho|\delta)+\tfrac12(\delta|\delta),
\label{plain}
\end{equation}
and the first term is linear in the residual and may have either sign.

This accounts for the opening comparison. The fit that minimises $\int\delta^2d^3r$ makes $\int\chi_P\delta\,d^3r$ vanish, not $(\chi_P|\delta)$. Its residual energy is $1.56\times10^{-5}$ hartree, so $\|\delta\|$ is twice that of the Coulomb fit. Its plain error is $-8.497\times10^{-3}$ hartree, and Eq.~\eqref{plain} gives the linear term as $-8.497\times10^{-3}-0.016\times10^{-3}=-8.513\times10^{-3}$ hartree. The robust energy from the same coefficients is low by just $1.56\times10^{-5}$ hartree.

A controlled fault shows the two powers. Multiply the optimal coefficients by $1+t$, so that the residual becomes $\delta-t\tilde\rho$. With $\delta$ and $\tilde\rho$ now denoting the optimal quantities, and $(\tilde\rho|\delta)=0$,
\begin{align}
\text{robust error}&=\tfrac12(\delta|\delta)+t^2U[\tilde\rho],\\
\text{plain error}&=\tfrac12(\delta|\delta)-(2t+t^2)U[\tilde\rho].
\end{align}
For $t=0.01$ the robust error is $3.9\times10^{-6}+10^{-4}\times10.0524=1.009\times10^{-3}$ hartree, while the plain error is $-0.202$ hartree. Going from $t=0.001$ to $t=0.01$ multiplies the change in the robust error by 100 and the change in the plain error by 10.045.

\subsection{A constraint on the charge}

The unconstrained fit holds 6.0015 electrons instead of $N=6$. Let $q_P=\int\chi_P\,d^3r$, and require $q\cdot c=N$. Making $\tfrac12(\delta|\delta)-\lambda(q\cdot c-N)$ stationary gives
\begin{equation}
Jc=b+\lambda q,\qquad
\lambda=\frac{N-q\cdot J^{-1}b}{q\cdot J^{-1}q}.
\end{equation}
The second relation comes from multiplying the first by $q\cdot J^{-1}$. The linear term is now $(\tilde\rho|\delta)=c\cdot(b-Jc)=-\lambda\,c\cdot q=-\lambda N$, so
\begin{equation}
U[\rho]-U[\tilde\rho]=\tfrac12(\delta|\delta)-\lambda N .
\end{equation}
The plain energy exceeds $U[\rho]$ whenever $\lambda N>\tfrac12(\delta|\delta)$, which requires an unconstrained fit with too little charge. Here it has too much, so $\lambda$ is negative and $\lambda N=-8.167\times10^{-4}$ hartree. The plain error is $4.0\times10^{-6}+8.167\times10^{-4}=8.207\times10^{-4}$ hartree. The bound survives in this case, but removing the surplus 0.0015 electron has made the plain error 210 times larger. The robust error rises only from $3.91\times10^{-6}$ to $4.01\times10^{-6}$ hartree.

\section{What each derivation assumes}

The projection argument needs a positive interaction, a linear fitting space and the stationarity condition. It uses no differential equation, so it carries over to any positive-definite interaction, provided the energy and the fit use the same one. That proviso is what the least-squares fit of the opening breaks. For the plain energy $U[\tilde\rho]$ the bound follows from $(\tilde\rho|\delta)=0$, which the optimum guarantees; for other coefficients it can fail, by Eq.~\eqref{plain}, when this term is negative. For the robust energy no such condition is needed: expanding $\tfrac12(\delta|\delta)\ge0$ gives the bound at once, for any coefficients.

The potential argument uses Poisson's equation and enough decay to discard a surface term, and is thus tied to the Coulomb interaction. It shows the robust bound as a property of any trial potential, with neither stationarity nor linearity required: exponents or positions in $\phi$ may be varied as well, and each choice gives a valid $W$. Stationarity enters only to identify $W$ with $U[\tilde\rho]$.

Both derivations assume exact integrals and a fixed density. The second restriction can be relaxed in one direction. Suppose the Coulomb energy is fitted and all other terms of the Hartree--Fock energy are kept exact. The energy is then lowered, or unchanged, at every density, so its global minimum cannot rise. Starting the self-consistent calculation from the unfitted density gave a total shift of $-3.909\times10^{-6}$ hartree at 5.0 bohr, of which orbital relaxation contributes about $-2\times10^{-10}$ hartree.

Fitting the exchange energy as well removes the guarantee once more than one orbital is occupied. With a single doubly occupied orbital the exchange energy is $-\tfrac12U[\rho]$ both before and after fitting, so the net error is halved but keeps its sign. For doubly occupied real orbitals $\psi_i$,
\begin{equation}
E_x=-\sum_{ij}(\psi_i\psi_j|\psi_i\psi_j).
\end{equation}
Each integral is a self-interaction and is lowered by its own Coulomb fit, so $E_x$ moves up. If the fitting set happened to contain $\rho$ itself but not all the products $\psi_i\psi_j$, the Coulomb error would vanish and the net shift would be upwards. In the example exchange moves up by $2.18\times10^{-6}$ hartree, and the sum of the two shifts at fixed density is $-1.73\times10^{-6}$ hartree.

Reaction barriers are differences, and a difference of lower bounds is not a lower bound. For structures 1 and 2 with $\Delta=U_2-U_1$, subtracting Eq.~\eqref{main} for each gives
\begin{equation}
\Delta_{\rm fit}-\Delta=\tfrac12(\delta_1|\delta_1)-\tfrac12(\delta_2|\delta_2),
\end{equation}
which lies between $-\tfrac12(\delta_2|\delta_2)$ and $+\tfrac12(\delta_1|\delta_1)$. Stretching Li$_2$ from 5.0 to 7.5 bohr, with the same exponents on each atom, raises the fitting error from $3.91\times10^{-6}$ to $1.378\times10^{-5}$ hartree. The change in self-energy is therefore in error by $-9.87\times10^{-6}$ hartree, or $-0.026$ kJ/mol, relative to the unfitted change of $-0.75636$ hartree. Taken in the reverse direction, the error is positive.

This stretch is not a reaction barrier, and the small error describes this fitting set for this molecule. Electron correlation and the incompleteness of the orbital basis are outside the comparison, so the figures measure the fitting error within the stated level of theory, not the accuracy of a predicted barrier. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Li2, RHF/def2-SVP; U = Coulomb self-energy of the electron density
separations R1, R2: 5.0, 7.5 bohr; electrons N: 6
fit exponents: 0.04 * 2.5^n bohr^-2, s,p,d counts per atom (10, 6, 5)
RHF energy at R1: -14.85498516 hartree
U at R1, four-centre integrals: 10.05243054 hartree
U at R1, momentum quadrature:   10.05243055 hartree
Coulomb fit at R1: functions, U_fit, U-U_fit, half (delta|delta) from k
  s        20 10.03888800 1.35425e-02 1.35425e-02 hartree
  s+p      56 10.05229605 1.34499e-04 1.34499e-04 hartree
  s+p+d   106 10.05242664 3.90849e-06 3.90902e-06 hartree
smallest eigenvalue of J, s+p+d: 2.687e-04 (atomic units)
s+p+d error U-U_fit at R1: 0.01026 kJ/mol
s+p+d at R1: plain error U-U_fit, robust error U-U_rob, half (delta|delta) from k; hartree
  Coulomb              3.90849e-06 3.90849e-06 3.90902e-06
  charge-constrained   8.20681e-04 4.00752e-06 4.00805e-06
  overlap metric      -8.49693e-03 1.56111e-05 1.56116e-05
  Coulomb x 1.001     -2.01110e-02 1.39609e-05 1.39614e-05
  Coulomb x 1.01      -2.02050e-01 1.00915e-03 1.00915e-03
tenfold scaling fault: plain error change grows x 10.045, robust x 100.00
charge of the unconstrained Coulomb fit: 6.0014552 electrons
constraint multiplier lam: -1.36112e-04 hartree; lam*N: -8.16674e-04 hartree
constrained plain error predicted from k and lam: 8.20682e-04 hartree
RHF energy shift, fitted Coulomb, orbitals relaxed: -3.90869e-06 hartree
  part due to orbital relaxation: -2.059e-10 hartree
exchange energy at R1, unfitted: -3.56279030 hartree
exchange shift from fitting: 2.18048e-06 hartree
Coulomb plus exchange shift, fixed density: -1.72801e-06 hartree
U at R2: 9.29606820 hartree; s+p+d error U-U_fit: 1.37762e-05 hartree
U(R2)-U(R1), unfitted: -0.75636235 hartree
U(R2)-U(R1), fitted:   -0.75637222 hartree
error of fitted difference: -9.86769e-06 hartree = -0.02591 kJ/mol
\end{verbatim}
